# Full-transmission phonon conductance with linear and sine dispersion: verification in Python

```python
"""
Result under test: for a plane that transmits every phonon between identical
isotropic solids, the classical conductance with linear dispersion exceeds the
one with sine dispersion (same sound speed c, same cutoff wavevector k_m) by
    G_lin / G_sin = pi^3 / (6 (pi^2 - 8)) = 2.764...
Symbols: k wavevector, x = k/k_m, omega angular frequency (rad/s),
n_cell primitive cells per volume, k_m = (6 pi^2 n_cell)^(1/3),
G conductance per area, defined by the temperatures of the incoming phonons.
Example: rough, typical germanium-like inputs for a bonded Ge-Ge joint.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as kB, hbar, e as q_e
from scipy.optimize import brentq

pi = np.pi
MW = 1e6
meV = 1e-3 * q_e / hbar            # angular frequency of 1 meV, rad/s

# ---------- inputs (rough typical values) ----------
n_cell = 22e27                     # 1/m^3
c_L, c_T = 5300.0, 3200.0          # m/s
T_use = 300.0                      # K
speeds = [c_L, c_T, c_T]
k_m = (6 * pi**2 * n_cell) ** (1 / 3)

nodes, weights = np.polynomial.legendre.leggauss(400)


def linear(c):
    return lambda x: c * k_m * x


def sine(c):
    return lambda x: 2 * c * k_m / pi * np.sin(pi * x / 2)


def occupation_factor(omega, T):
    """Heat capacity of one mode divided by kB."""
    half = hbar * omega / (2 * kB * T)
    return (half / np.sinh(half)) ** 2


def conductance(omega, T=None, x_max=1.0):
    """One branch; group velocity by central difference; T=None is classical."""
    x = 0.5 * x_max * (nodes + 1)
    w = 0.5 * x_max * weights
    h = 1e-5
    slope = np.abs(omega(x + h) - omega(x - h)) / (2 * h)
    f = 1.0 if T is None else occupation_factor(omega(x), T)
    return kB * k_m**2 / (8 * pi**2) * np.sum(w * x**2 * slope * f)


def total(law, T=None):
    return sum(conductance(law(c), T) for c in speeds)


# ---------- closed forms ----------
s = sp.symbols('s', positive=True)
integral_sym = sp.integrate(s**2 * sp.cos(sp.pi * s / 2), (s, 0, 1))
I_sin = 2 / pi - 16 / pi**3
ratio_formula = pi**3 / (6 * (pi**2 - 8))
assert abs(float(integral_sym) - I_sin) < 1e-12
G_lin_formula = kB * k_m**3 * sum(speeds) / (24 * pi**2)
G_sin_formula = kB * k_m**3 * sum(speeds) * I_sin / (8 * pi**2)
G_lin, G_sin = total(linear), total(sine)
assert abs(G_lin / G_lin_formula - 1) < 1e-7
assert abs(G_sin / G_sin_formula - 1) < 1e-7


# ---------- test: explicit sum of v_z over a 3D grid (c = k_m = 1) ----------
def w_lin(k):
    return k


def w_sin(k):
    return 2 / pi * np.sin(pi * k / 2)


def grid_sum(w, N):
    g = (np.arange(N) + 0.5) / N
    kx, ky, kz = np.meshgrid(g, g, g, indexing='ij', sparse=True)
    p2 = kx**2 + ky**2
    h = 1e-5
    vz = (w(np.sqrt(p2 + (kz + h)**2)) - w(np.sqrt(p2 + (kz - h)**2))) / (2 * h)
    inside = p2 + kz**2 < 1
    return 4 * np.sum(vz[inside]) / N**3 / (2 * pi)**3   # 4 octants, kz > 0


sum_lin, sum_sin = grid_sum(w_lin, 120), grid_sum(w_sin, 120)
ratio_grid = sum_lin / sum_sin
ratio_grid_coarse = grid_sum(w_lin, 60) / grid_sum(w_sin, 60)
assert abs(sum_lin * 24 * pi**2 - 1) < 2e-3
assert abs(sum_sin * 8 * pi**2 / I_sin - 1) < 2e-3
assert abs(ratio_grid / ratio_formula - 1) < 2e-3

# ---------- test: count transverse channels one by one (c = k_m = 1) ----------
R = 150                            # k_m in units of the transverse spacing
g = np.arange(-R, R) + 0.5
radii = np.sort(np.hypot(g[:, None], g[None, :]).ravel()) / R
area = (2 * pi * R) ** 2


def channel_sum(w):
    top = w(1.0)
    freqs = (np.arange(400) + 0.5) / 400 * top
    ks = [brentq(lambda k: w(k) - f, 0, 1) for f in freqs]
    counts = np.searchsorted(radii, ks)
    return np.sum(counts) / area * (top / 400) / (2 * pi)


ratio_channels = channel_sum(w_lin) / channel_sum(w_sin)
assert abs(channel_sum(w_lin) * 24 * pi**2 - 1) < 3e-3
assert abs(ratio_channels / ratio_formula - 1) < 3e-3


# ---------- test: derivative of the Bose heat flux ----------
def bose_flux(law, T):
    x = 0.5 * (nodes + 1)
    h = 1e-5
    flux = 0.0
    for c in speeds:
        om = law(c)
        v_dx = (om(x + h) - om(x - h)) / (2 * h)
        energy = hbar * om(x) / np.expm1(hbar * om(x) / (kB * T))
        flux += k_m**2 / (8 * pi**2) * np.sum(0.5 * weights * x**2 * v_dx * energy)
    return flux


def flux_slope(law, T):
    d = 1e-3 * T
    return (bose_flux(law, T + d) - bose_flux(law, T - d)) / (2 * d)


for law, closed in ((linear, G_lin_formula), (sine, G_sin_formula)):
    assert abs(flux_slope(law, 3e4) / closed - 1) < 2e-4      # classical limit
    assert abs(flux_slope(law, T_use) / total(law, T_use) - 1) < 1e-4


# ---------- temperature dependence of the ratio ----------
def ratio_at(T):
    return total(linear, T) / total(sine, T)


assert abs(ratio_at(2.0) - 1) < 5e-3
assert ratio_at(10.0) < 1 < ratio_at(T_use) < ratio_formula
T_cross = brentq(lambda T: ratio_at(T) - 1, 10.0, T_use)

# ---------- cause: lost band against extra channels ----------
below = conductance(linear(c_L), x_max=2 / pi) / conductance(linear(c_L))
gain = conductance(sine(c_L)) / conductance(linear(c_L), x_max=2 / pi)
assert abs(below - (2 / pi)**3) < 1e-7
for f in np.linspace(0.05, 0.63, 12):
    assert brentq(lambda k: w_sin(k) - f, 0, 1) > f           # larger k(omega)
assert gain > 1 and below * gain < 1

# ---------- neglected effects ----------
G_lin_T, G_sin_T = total(linear, T_use), total(sine, T_use)
edge_LA, edge_TA = 28.0, 10.0      # meV, rough zone-edge energies
top_opt = 37.0                     # meV, rough zone-centre optical energy
drops = [8.0, 3.0, 3.0]            # meV, rough optical bandwidths


def LA_curve(x):
    full = c_L * k_m
    return full * x - (full - edge_LA * meV) * x**2


def TA_curve(x):
    return edge_TA * meV * np.tanh(c_T * k_m * x / (edge_TA * meV))


def optical(drop):
    return lambda x: (top_opt - drop * np.sin(pi * x / 2)**2) * meV


G_LA = conductance(LA_curve, T_use)
G_TA = 2 * conductance(TA_curve, T_use)
G_opt = sum(conductance(optical(d), T_use) for d in drops)
G_refined = G_LA + G_TA + G_opt


def speed_sum(C11, C12, C44, rho, normal):
    """Effective sum of three speeds in the linear-law conductance."""
    d = np.eye(3)
    C = (C12 * np.einsum('ij,kl->ijkl', d, d)
         + C44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        C[i, i, i, i] += C11 - C12 - 2 * C44
    u, wu = np.polynomial.legendre.leggauss(80)
    phi = (np.arange(160) + 0.37) * 2 * pi / 160
    sin_t = np.sqrt(1 - u**2)
    n = np.stack([np.outer(sin_t, np.cos(phi)), np.outer(sin_t, np.sin(phi)),
                  np.outer(u, np.ones(160))], axis=-1).reshape(-1, 3)
    wt = np.repeat(wu / 2 / 160, 160)
    gam = np.einsum('ijkl,aj,al->aik', C, n, n) / rho
    val, vec = np.linalg.eigh(gam)
    N = np.array(normal, float)
    N /= np.linalg.norm(N)
    dg = (np.einsum('ijkl,j,al->aik', C, N, n)
          + np.einsum('ijkl,aj,l->aik', C, n, N)) / rho
    v = np.einsum('aip,aik,akp->ap', vec, dg, vec) / (2 * np.sqrt(val))
    return 2 * np.sum(wt[:, None] * np.abs(v))


rho = 5320.0                       # kg/m^3, rough
iso = speed_sum(rho * c_L**2, rho * (c_L**2 - 2 * c_T**2), rho * c_T**2,
                rho, (1, 1, 1))
assert abs(iso / sum(speeds) - 1) < 2e-3
elastic = (129e9, 48e9, 67e9)      # Pa, rough C11, C12, C44
aniso = {name: speed_sum(*elastic, rho, N) / sum(speeds) for name, N in
         (('001', (0, 0, 1)), ('110', (1, 1, 0)), ('111', (1, 1, 1)))}

# ---------- output ----------
print(f"cell density (rough input)        {n_cell*1e-27:.1f} nm^-3")
print(f"sound speeds L, T (rough input)   {c_L/1e3:.1f}, {c_T/1e3:.1f} km/s")
print(f"cutoff wavevector k_m             {k_m*1e-9:.3f} nm^-1")
print(f"classical heat capacity, acoustic {3*n_cell*kB/1e6:.3f} MJ/(m^3 K)")
print(f"kB T at {T_use:.0f} K                    {kB*T_use/q_e*1e3:.2f} meV")
print(f"linear band top L, T              {c_L*k_m/meV:.1f}, {c_T*k_m/meV:.1f} meV")
print(f"sine band top L, T                {2*c_L*k_m/pi/meV:.1f}, "
      f"{2*c_T*k_m/pi/meV:.1f} meV")
print(f"integral of x^2 cos(pi x/2)       {float(integral_sym):.6f}")
print(f"mean speed / c, sine law          {3*I_sin:.4f}")
print(f"ratio, closed form                {ratio_formula:.5f}")
print(f"ratio, 3D grid sum N=120          {ratio_grid:.5f}")
print(f"ratio, 3D grid sum N=60           {ratio_grid_coarse:.5f}")
print(f"ratio, channel count              {ratio_channels:.5f}")
print(f"G linear, classical               {G_lin/MW:.1f} MW/(m^2 K)")
print(f"G sine, classical                 {G_sin/MW:.1f} MW/(m^2 K)")
print(f"linear-law share below sine top   {below:.4f}")
print(f"linear-law share above sine top   {1-below:.4f}")
print(f"sine gain within common band      {gain:.4f}")
for T in (2, 10, 50, 100, 300, 1000):
    print(f"ratio with Bose factor, {T:4d} K    {ratio_at(float(T)):.4f}")
print(f"temperature where ratio is 1      {T_cross:.1f} K")
print(f"G linear, Bose, 300 K             {G_lin_T/MW:.1f} MW/(m^2 K)")
print(f"G sine, Bose, 300 K               {G_sin_T/MW:.1f} MW/(m^2 K)")
print(f"Bose change of G linear, 300 K    {100*(G_lin_T/G_lin-1):.1f} %")
print(f"Bose change of G sine, 300 K      {100*(G_sin_T/G_sin-1):.1f} %")
print(f"rough edge energies LA, TA        {edge_LA:.0f}, {edge_TA:.0f} meV")
print(f"rough optical top                 {top_opt:.0f} meV")
print(f"rough optical widths              {drops[0]:.0f}, {drops[1]:.0f}, "
      f"{drops[2]:.0f} meV")
print(f"G LA, sine law, 300 K             "
      f"{conductance(sine(c_L), T_use)/MW:.1f} MW/(m^2 K)")
print(f"G LA, rough edge, 300 K           {G_LA/MW:.1f} MW/(m^2 K)")
print(f"G two TA, sine law, 300 K         "
      f"{2*conductance(sine(c_T), T_use)/MW:.1f} MW/(m^2 K)")
print(f"G two TA, rough edge, 300 K       {G_TA/MW:.1f} MW/(m^2 K)")
print(f"G three optical, 300 K            {G_opt/MW:.1f} MW/(m^2 K)")
print(f"G acoustic rough edges + optical  {G_refined/MW:.1f} MW/(m^2 K)")
print(f"G linear (Bose) / that sum        {G_lin_T/G_refined:.3f}")
print("rough C11, C12, C44               "
      + ", ".join(f"{c/1e9:.0f}" for c in elastic) + " GPa")
print(f"rough density                     {rho/1e3:.2f} g/cm^3")
for name, value in aniso.items():
    print(f"anisotropic/isotropic G_lin, [{name}] {value:.4f}")
print(f"G sine, classical, transmission 1/2 {0.5*G_sin/MW:.1f} MW/(m^2 K)")
print("success")
```

Output:

```
cell density (rough input)        22.0 nm^-3
sound speeds L, T (rough input)   5.3, 3.2 km/s
cutoff wavevector k_m             10.922 nm^-1
classical heat capacity, acoustic 0.911 MJ/(m^3 K)
kB T at 300 K                    25.85 meV
linear band top L, T              38.1, 23.0 meV
sine band top L, T                24.3, 14.6 meV
integral of x^2 cos(pi x/2)       0.120595
mean speed / c, sine law          0.3618
ratio, closed form                2.76407
ratio, 3D grid sum N=120          2.76415
ratio, 3D grid sum N=60           2.76437
ratio, channel count              2.76426
G linear, classical               888.4 MW/(m^2 K)
G sine, classical                 321.4 MW/(m^2 K)
linear-law share below sine top   0.2580
linear-law share above sine top   0.7420
sine gain within common band      1.4022
ratio with Bose factor,    2 K    0.9988
ratio with Bose factor,   10 K    0.9682
ratio with Bose factor,   50 K    1.4552
ratio with Bose factor,  100 K    2.1171
ratio with Bose factor,  300 K    2.6604
ratio with Bose factor, 1000 K    2.7542
temperature where ratio is 1      26.9 K
G linear, Bose, 300 K             829.2 MW/(m^2 K)
G sine, Bose, 300 K               311.7 MW/(m^2 K)
Bose change of G linear, 300 K    -6.7 %
Bose change of G sine, 300 K      -3.0 %
rough edge energies LA, TA        28, 10 meV
rough optical top                 37 meV
rough optical widths              8, 3, 3 meV
G LA, sine law, 300 K             138.9 MW/(m^2 K)
G LA, rough edge, 300 K           228.0 MW/(m^2 K)
G two TA, sine law, 300 K         172.8 MW/(m^2 K)
G two TA, rough edge, 300 K       78.5 MW/(m^2 K)
G three optical, 300 K            115.5 MW/(m^2 K)
G acoustic rough edges + optical  422.0 MW/(m^2 K)
G linear (Bose) / that sum        1.965
rough C11, C12, C44               129, 48, 67 GPa
rough density                     5.32 g/cm^3
anisotropic/isotropic G_lin, [001] 1.0059
anisotropic/isotropic G_lin, [110] 1.0255
anisotropic/isotropic G_lin, [111] 1.0361
G sine, classical, transmission 1/2 160.7 MW/(m^2 K)
success
```
